# Square-root Wigner cusps at the opening of a subband: test program

```python
# Result under test: when subband n of a hard-wall wire opens at E_n, the
# amplitudes between already open channels a, b obey
#   S_ab = S0_ab - (k/2) sum_tau t_a,tau t_b,tau + O(k^2),
# k = sqrt(E-E_n) above threshold and k = i*kappa below it;
# tau = new channel in the left and right lead, t = lim S_a,tau/sqrt(k).
# Units: length W/pi (W = wire width), energy hbar^2 pi^2/(2 m W^2): E_n = n^2.
# An obstacle is two adjoining slabs (length, height, y_low, y_high); in each
# slab the potential equals height for y_low < y < y_high and zero elsewhere.
import numpy as np


def slab_modes(E, slab, P):
    """Transverse modes U and longitudinal wave numbers q inside a slab."""
    length, height, lo, hi = slab
    m = np.arange(1, P + 1)
    diff, add = m[:, None] - m[None, :], m[:, None] + m[None, :]

    def integral_cos(p):
        return hi*np.sinc(p*hi/np.pi) - lo*np.sinc(p*lo/np.pi)
    V = height/np.pi*(integral_cos(diff) - integral_cos(add))
    levels, U = np.linalg.eigh(np.diag(m**2.0) + V)
    return U, np.sqrt(E - levels + 0j), length


def lead_k(E, P):
    return np.sqrt(E - np.arange(1, P + 1)**2.0 + 0j)


def smatrix(E, obstacle, P):
    """Open-channel S matrix by direct matching of waves at three planes."""
    k = lead_k(E, P)
    U1, q1, d1 = slab_modes(E, obstacle[0], P)
    U2, q2, d2 = slab_modes(E, obstacle[1], P)
    e1, e2 = np.exp(1j*q1*d1), np.exp(1j*q2*d2)
    one, zero, K = np.eye(P), np.zeros((P, P)), np.diag(1j*k)
    D1, D2 = U1*(1j*q1), U2*(1j*q2)
    # unknowns: out left, slab 1 (+,-), slab 2 (+,-), out right
    A = np.block([
        [one, -U1, -U1*e1, zero, zero, zero],
        [-K, -D1, D1*e1, zero, zero, zero],
        [zero, U1*e1, U1, -U2, -U2*e2, zero],
        [zero, D1*e1, -D1, -D2, D2*e2, zero],
        [zero, zero, zero, U2*e2, U2, -one],
        [zero, zero, zero, D2*e2, -D2, -K]])
    B = np.block([[-one, zero], [-K, zero], [zero, zero],
                  [zero, zero], [zero, one], [zero, -K]])
    X = np.linalg.solve(A, B)
    F = np.vstack([X[:P], X[-P:]])
    m = int(np.sum(np.arange(1, P + 1)**2 < E))
    keep = np.r_[0:m, P:P + m]
    root = np.sqrt(np.r_[k[:m], k[:m]])
    return root[:, None]*F[np.ix_(keep, keep)]/root[None, :]


def boundary_matrix(E, obstacle, P):
    """M with (derivative into the leads) = M (value) at the obstacle ends."""
    parts = []
    for slab in obstacle:
        U, q, d = slab_modes(E, slab, P)
        parts.append(((U*(q/np.tan(q*d))) @ U.T, (U*(q/np.sin(q*d))) @ U.T))
    (A1, B1), (A2, B2) = parts
    X = np.linalg.inv(A1 + A2)
    return np.block([[A1 - B1 @ X @ B1, -B1 @ X @ B2],
                     [-B2 @ X @ B1, A2 - B2 @ X @ B2]])


def slope(f, f0, h):
    """Derivative at zero from one side, with the next order removed."""
    return 2*(f(h/2) - f0)/(h/2) - (f(h) - f0)/h


def biggest(x):
    return float(np.max(np.abs(x)))


def threshold_data(n, obstacle, P, h=1e-3):
    En = float(n*n)

    def old_block(E):
        S = smatrix(E, obstacle, P)
        m = len(S)//2
        keep = np.r_[0:n - 1, m:m + n - 1]
        return S[np.ix_(keep, keep)]

    def new_blocks(k):
        S = smatrix(En + k*k, obstacle, P)
        old, new = np.r_[0:n - 1, n:2*n - 1], [n - 1, 2*n - 1]
        return S[np.ix_(old, new)]/np.sqrt(k), S[np.ix_(new, new)]

    def total_transmission(E):
        S = smatrix(E, obstacle, P)
        m = len(S)//2
        return np.sum(np.abs(S[m:, :m])**2)

    S0 = old_block(En)
    t_half, r_half = new_blocks(h/2)
    t_full, r_full = new_blocks(h)
    d = dict(S0=S0, t=2*t_half - t_full, r_new=2*r_half - r_full,
             block=old_block, total=total_transmission)
    d["up"] = slope(lambda x: old_block(En + x*x), S0, h)
    d["down"] = slope(lambda x: old_block(En - x*x), S0, h)
    P0 = np.abs(S0)**2
    d["P_up"] = slope(lambda x: np.abs(old_block(En + x*x))**2, P0, h)
    d["P_down"] = slope(lambda x: np.abs(old_block(En - x*x))**2, P0, h)
    T0 = total_transmission(En)
    d["T0"] = T0
    d["T_up"] = slope(lambda x: total_transmission(En + x*x), T0, h)
    d["T_down"] = slope(lambda x: total_transmission(En - x*x), T0, h)
    d["S1"] = -0.5*d["t"] @ d["t"].T
    d["Z"] = S0.conj()*(d["t"] @ d["t"].T)
    N = n - 1
    Z_RL = np.sum(d["Z"][N:, :N])
    gain = np.sum(np.abs(d["t"][N:, 0])**2) + np.sum(np.abs(d["t"][:N, 1])**2)
    d["T_up_law"], d["T_down_law"] = gain - Z_RL.real, Z_RL.imag
    return d


P = 12
obstacle = [(0.8, 4.0, 0.3, 1.4), (0.6, 5.0, 1.6, 2.6)]
results, smallest = {}, {}
for n in (2, 3):
    En = float(n*n)
    # unitarity, reciprocity and the boundary-matrix form, on both sides
    for E in (En - 0.3, En + 0.3):
        S = smatrix(E, obstacle, P)
        assert biggest(S @ S.conj().T - np.eye(len(S))) < 1e-9
        assert biggest(S - S.T) < 1e-9
        M = boundary_matrix(E, obstacle, P)
        assert biggest(M.imag) < 1e-8 and biggest(M - M.T) < 1e-8
        k = np.tile(lead_k(E, P), 2)
        G = np.linalg.inv(np.diag(1j*k) - M)
        full = 2j*np.sqrt(k)[:, None]*G*np.sqrt(k)[None, :] - np.eye(2*P)
        m = len(S)//2
        keep = np.r_[0:m, P:P + m]
        assert biggest(full[np.ix_(keep, keep)] - S) < 1e-8

    d = results[n] = threshold_data(n, obstacle, P)
    # no half-bound state; t also follows from G exactly at threshold
    k = np.tile(lead_k(En, P), 2)
    W = np.diag(1j*k) - boundary_matrix(En, obstacle, P)
    smallest[n] = np.linalg.svd(W, compute_uv=False)[-1]
    assert smallest[n] > 1e-2
    old, new = np.r_[0:n - 1, P:P + n - 1], [n - 1, P + n - 1]
    t_G = 2j*np.sqrt(k[old])[:, None]*np.linalg.inv(W)[np.ix_(old, new)]
    assert biggest(t_G - d["t"]) < 1e-4
    # threshold behaviour of the new channel and the relation t = S0 t*
    assert biggest(d["r_new"] + np.eye(2)) < 1e-4
    assert biggest(d["t"] - d["S0"] @ d["t"].conj()) < 1e-4
    # one coefficient matrix describes both sides of the threshold
    assert biggest(d["S1"]) > 1e-2
    assert biggest(d["up"] - d["S1"]) < 1e-4
    assert biggest(d["down"] - 1j*d["S1"]) < 1e-4
    # probabilities, flux sum rule, total transmission
    assert biggest(d["P_up"] + d["Z"].real) < 1e-4
    assert biggest(d["P_down"] - d["Z"].imag) < 1e-4
    assert biggest(d["Z"].sum(axis=1) - np.sum(np.abs(d["t"])**2, axis=1)) < 1e-4
    assert abs(d["T_up"] - d["T_up_law"]) < 1e-4
    assert abs(d["T_down"] - d["T_down_law"]) < 1e-4

# the remainder of the linear law is of second order in k
d = results[2]


def remainder(x, side):
    factor = x if side > 0 else 1j*x
    return np.linalg.norm(d["block"](4 + side*x*x) - d["S0"] - factor*d["S1"])


ratios = [remainder(0.01, s)/remainder(0.005, s) for s in (1, -1)]
assert all(3.6 < r < 4.4 for r in ratios)

# mirror symmetry about the wire axis decouples subbands 1 and 2: no cusp
c = np.pi/2
mirror = [(0.8, 4.0, c - 0.5, c + 0.5), (0.6, 5.0, c - 0.8, c + 0.8)]
sym = threshold_data(2, mirror, P)
assert max(biggest(sym["t"]), biggest(sym["up"]), biggest(sym["down"])) < 1e-6


def z(x):
    return f"{x.real:+.5f} {x.imag:+.5f}i"


print("Units: length W/pi, energy hbar^2 pi^2/(2 m W^2), k in pi/W")
for i, s in enumerate(obstacle, 1):
    print(f"slab {i}: length {s[0]}, height {s[1]}, y from {s[2]} to {s[3]}")
print(f"transverse modes kept: {P}; threshold energy E_2 = {4.0}")
print(f"k_1 at threshold = {lead_k(4.0, P)[0].real:.5f}")
print(f"smallest singular value of iK-M at E_2 = {smallest[2]:.4f}")
pairs = [("LL", 0, 0), ("RL", 1, 0), ("RR", 1, 1)]
for name, a, b in pairs:
    print(f"S0_{name} (dimensionless) = {z(d['S0'][a, b])}")
for a, A in enumerate("LR"):
    for b, B in enumerate("LR"):
        print(f"t_(1{A},2{B}) [(W/pi)^1/2] = {z(d['t'][a, b])}")
print("Amplitude slopes [W/pi]: law -tt^T/2; measured dS/dk; dS/dkappa")
for name, a, b in pairs:
    print(f"{name}: {z(d['S1'][a, b])}; {z(d['up'][a, b])}; {z(d['down'][a, b])}")
print("Probability at E_2; slope in k above; slope in kappa below [W/pi]")
for name, a, b in pairs:
    print(f"{name}: {abs(d['S0'][a, b])**2:.5f}; {d['P_up'][a, b]:+.5f}; "
          f"{d['P_down'][a, b]:+.5f}; Z = {z(d['Z'][a, b])}")
for a, A in enumerate("LR"):
    print(f"sum of |t|^2 from 1{A} to new channels [W/pi] = "
          f"{np.sum(np.abs(d['t'][a])**2):.5f}")
print("E-E_2; |S_LL|^2 solved, law; |S_RL|^2 solved, law")
for side, x in ((-1, 0.2), (-1, 0.1), (-1, 0.01), (1, 0.01), (1, 0.1), (1, 0.2)):
    prob = np.abs(d["block"](4 + side*x*x))**2
    change = -x*d["Z"].real if side > 0 else x*d["Z"].imag
    law = np.abs(d["S0"])**2 + change
    print(f"{side*x*x:+.4f}; {prob[0, 0]:.5f}, {law[0, 0]:.5f}; "
          f"{prob[1, 0]:.5f}, {law[1, 0]:.5f}")
print(f"remainder ratio when k is halved: above {ratios[0]:.3f}, "
      f"below {ratios[1]:.3f}")
print(f"total transmission at E_2 = {d['T0']:.5f}")
print(f"its slope above: measured {d['T_up']:+.5f}, law {d['T_up_law']:+.5f} W/pi")
print(f"its slope below: measured {d['T_down']:+.5f}, "
      f"law {d['T_down_law']:+.5f} W/pi")
wide = threshold_data(2, obstacle, 24)
print(f"with 24 modes: total transmission at E_2 = {wide['T0']:.5f}, "
      f"slopes {wide['T_up']:+.5f}, {wide['T_down']:+.5f} W/pi")
e = results[3]
print(f"third threshold, {len(e['S0'])} open channels: |S1_ab| from "
      f"{np.min(np.abs(e['S1'])):.5f} to {biggest(e['S1']):.5f} W/pi")
print(f"third threshold, largest |measured-law|: above "
      f"{biggest(e['up'] - e['S1']):.1e}, below "
      f"{biggest(e['down'] - 1j*e['S1']):.1e} W/pi")
print(f"mirror-symmetric obstacle: largest slope at E_2 = "
      f"{max(biggest(sym['up']), biggest(sym['down'])):.1e} W/pi")
print("no test failed")
```

Running it gives:

```
Units: length W/pi, energy hbar^2 pi^2/(2 m W^2), k in pi/W
slab 1: length 0.8, height 4.0, y from 0.3 to 1.4
slab 2: length 0.6, height 5.0, y from 1.6 to 2.6
transverse modes kept: 12; threshold energy E_2 = 4.0
k_1 at threshold = 1.73205
smallest singular value of iK-M at E_2 = 0.8313
S0_LL (dimensionless) = +0.34859 +0.25708i
S0_RL (dimensionless) = -0.21524 +0.87525i
S0_RR (dimensionless) = +0.42806 -0.06608i
t_(1L,2L) [(W/pi)^1/2] = -0.51604 -0.07889i
t_(1L,2R) [(W/pi)^1/2] = -0.20703 +0.23187i
t_(1R,2L) [(W/pi)^1/2] = +0.11200 -0.33335i
t_(1R,2R) [(W/pi)^1/2] = +0.44576 -0.11256i
Amplitude slopes [W/pi]: law -tt^T/2; measured dS/dk; dS/dkappa
LL: -0.12458 +0.00730i; -0.12458 +0.00730i; -0.00730 -0.12458i
RL: +0.07514 -0.14492i; +0.07514 -0.14492i; +0.14492 +0.07514i
RR: -0.04373 +0.08751i; -0.04373 +0.08751i; -0.08751 -0.04373i
Probability at E_2; slope in k above; slope in kappa below [W/pi]
LL: 0.18761; -0.08311; -0.06914; Z = +0.08311 -0.06914i
RL: 0.81239; -0.28604; +0.06914; Z = +0.28604 +0.06914i
RR: 0.18761; -0.04900; -0.06914; Z = +0.04900 -0.06914i
sum of |t|^2 from 1L to new channels [W/pi] = 0.36914
sum of |t|^2 from 1R to new channels [W/pi] = 0.33504
E-E_2; |S_LL|^2 solved, law; |S_RL|^2 solved, law
-0.0400; 0.18055, 0.17378; 0.81945, 0.82622
-0.0100; 0.18238, 0.18069; 0.81762, 0.81931
-0.0001; 0.18693, 0.18691; 0.81307, 0.81309
+0.0001; 0.18676, 0.18677; 0.80956, 0.80953
+0.0100; 0.17800, 0.17929; 0.78595, 0.78379
+0.0400; 0.16614, 0.17098; 0.76361, 0.75519
remainder ratio when k is halved: above 3.998, below 4.001
total transmission at E_2 = 0.81239
its slope above: measured -0.06575, law -0.06575 W/pi
its slope below: measured +0.06914, law +0.06914 W/pi
with 24 modes: total transmission at E_2 = 0.81256, slopes -0.06572, +0.06913 W/pi
third threshold, 4 open channels: |S1_ab| from 0.01230 to 0.08612 W/pi
third threshold, largest |measured-law|: above 7.0e-08, below 9.4e-08 W/pi
mirror-symmetric obstacle: largest slope at E_2 = 1.9e-10 W/pi
no test failed
```
